From measured D₀ to clamped-nucleus nonrelativistic Dₑ for hydrogen fluoride

**Problem**

Hydrogen fluoride in its vibrational and rotational ground state dissociates into ground-state atoms:

FH(v = 0, J = 0) → F(²P₃/₂) + H(²S).

The measured energy of this process, D₀, is roughly 570 kJ/mol. Only two figures are used, so rounding alone leaves ±5 kJ/mol. A clamped-nucleus nonrelativistic calculation delivers something else: Dₑ, the depth of the potential well for fixed nuclei and a nonrelativistic Hamiltonian. The two must be brought to the same definition before a method is judged.

The following computed data are supplied.

- Vibration: harmonic wavenumber 4151.2 cm⁻¹, half a harmonic quantum 24.830 kJ/mol, lowest anharmonic level of the computed curve 24.599 kJ/mol above the minimum.
- Spin-orbit constant of the fluorine 2p shell: ζ = 264.7 cm⁻¹.
- Scalar relativity lowers the separated atoms by 0.852 kJ/mol more than the molecule.
- Derivative norms ⟨∇Φ|∇Φ⟩, in bohr⁻², for displacement of one nucleus: F, 179.4691 in the atom and 178.5153 in the molecule; H, 0.9996 and 0.5918. The corresponding adiabatic shifts of the atoms are 6.805 kJ/mol for F and 0.715 kJ/mol for H.

(a) Derive the conversion from D₀ to Dₑ, with all signs.
(b) Find the zero-point term and the error of the harmonic estimate.
(c) Find the spin-orbit and scalar-relativistic terms.
(d) Find the adiabatic term.
(e) Rank the terms and convert D₀.
(f) Frozen-core CCSD(T)/cc-pVTZ gives Dₑ = 572.8 kJ/mol. Is it nearly converged?

**Solution**

**(a) Bookkeeping**

For each species s, let E(s) be the clamped-nucleus nonrelativistic energy, and let X(s) be the shift caused by a small effect X: spin-orbit coupling (SO), scalar relativity (SR) or the adiabatic correction (ad). To first order the shifts add. The molecule also has a zero-point energy, ZPE, measured from the minimum of its curve. Thus

E_true(atom) = E(atom) + ΣX(atom),
E_true(FH) = E(FH, rₑ) + ZPE + ΣX(FH, rₑ).

The shifts may be evaluated at the unperturbed distance rₑ. Near the minimum, with force constant k and y = r − rₑ, the perturbed curve is ky²/2 + X + X′y. Its minimum is at y = −X′/k, where the energy is X − X′²/(2k). Moving the minimum therefore matters only in second order. The effect of X on the vibrational energy is also neglected.

Define

δ_X = X(F) + X(H) − X(FH).

Since D₀ is the energy of the atoms minus that of the molecule,

D₀ = Dₑ − ZPE + δ_SO + δ_SR + δ_ad,

and hence

Dₑ = D₀ + ZPE − δ_SO − δ_SR − δ_ad.

An effect that lowers the atoms more than the molecule has δ_X < 0. It reduces the measured dissociation energy, so its removal raises Dₑ. Nonadiabatic coupling and hyperfine structure are left out.

**(b) Zero-point energy**

Atomic units are used in the derivations. For J = 0, writing the radial function as χ(r)/r removes the first-derivative term and leaves

−χ″/(2μ) + V(r)χ = Eχ,

where μ = 1743.68 electron masses is the reduced mass of the two nuclei. The curve V was computed with frozen-core CCSD(T)/cc-pVDZ at eleven distances between 1.10 and 2.70 bohr and interpolated by a polynomial. Its minimum is at 0.9199 Å, and all other molecular quantities in this solution, including the cc-pVTZ and composite Dₑ, are evaluated at this distance. Diagonalizing the equation on a grid of 200 points gives the level 24.599 kJ/mol. This value is not converged with the basis: a CCSD(T)/cc-pVTZ curve gives a harmonic wavenumber of about 4177 cm⁻¹ and a level of about 24.77 kJ/mol, some 0.17 kJ/mol higher, with an anharmonic lowering of about 0.21 instead of 0.23 kJ/mol.

Perturbation theory shows where the departure from the harmonic value comes from. With x = r − rₑ, expand

V = μω²x²/2 + gx³ + hx⁴.

Set x = q/√(μω), so that the harmonic part is ω(p_q² + q²)/2 and q = (a + a†)/√2. Acting repeatedly on the harmonic ground state gives

(a + a†)²|0⟩ = |0⟩ + √2|2⟩,
(a + a†)³|0⟩ = 3|1⟩ + √6|3⟩.

The first line gives ⟨0|q⁴|0⟩ = (1 + 2)/4 = 3/4, the squared length of q²|0⟩. The second gives ⟨1|q³|0⟩² = 9/8 and ⟨3|q³|0⟩² = 6/8. The cubic term has no first-order effect, because q³ is odd. In second order its energy denominators are −ω and −3ω, so its factor is

−(9/8)/ω − (6/8)/(3ω) = −11/(8ω).

Restoring the scale factors, g/(μω)^(3/2) and h/(μω)², yields

ZPE ≈ ω/2 + 3h/[4(μω)²] − 11g²/(8μ³ω⁴).

With derivatives taken from the same curve, this formula also gives 24.599 kJ/mol. The harmonic estimate is too high by

24.830 − 24.599 = 0.231 kJ/mol.

That is 0.9% of the zero-point energy, but it will prove comparable with the whole adiabatic term. The zero-point correction to D₀ is +24.599 kJ/mol.

**(c) Relativistic terms**

*Origin of the two terms.* Consider one electron in a potential V, with c = 1/α and the rest energy subtracted. The upper and lower components φ and η of the Dirac equation obey

(V − E)φ + c σ·p η = 0,
c σ·p φ + (V − E − 2c²)η = 0.

The second equation gives, to the order needed,

η = (1/2c)[1 − (E − V)/(2c²)] σ·p φ.

Insert this into the first:

[p²/2 + V − E]φ − σ·p (E − V) σ·p φ/(4c²) = 0.

Normalization includes η, whose weight is ⟨p²⟩/(4c²). The properly normalized two-component function is therefore ψ = [1 + p²/(8c²)]φ. Substitute φ = [1 − p²/(8c²)]ψ and multiply from the left by the same factor. The terms in E/c² cancel, leaving the correction

−p⁴/(8c²) + [2 σ·p V σ·p − p²V − Vp²]/(8c²).

The bracket is −[σ·p, [σ·p, V]]. Its spin-free part is ∇²V, and its spin-dependent part gives (α²/2) s·(∇V × p), with s = σ/2. The first term and the spin-free part are the scalar correction; the last is spin-orbit coupling.

*Spin-orbit term.* With several electrons, the Breit-Pauli operator is

H_SO = (α²/2)[Σᵢ Z sᵢ·(rᵢ × pᵢ)/rᵢ³ − Σᵢ≠ⱼ (sᵢ + 2sⱼ)·(rᵢⱼ × pᵢ)/rᵢⱼ³].

It is taken as the starting point here, written for one nucleus; a molecule has a sum over nuclei in the first term. To find ζ, take the fluorine determinant with M_L = 1 and M_S = 1/2. It lacks one electron, of spin down, in the orbital p₋ with m = −1. Let F be the projector on the filled spatial orbitals 1s, 2s and 2p, and P the projector on p₋. The spin-up and spin-down densities are then

Dα = F, Dβ = F − P,

so the spin density and total density are

M = (Dα − Dβ)/2 = P/2, N = Dα + Dβ = 2F − P.

Let h[A] be the one-electron contribution of a density A. Let w[A,B] be the direct two-electron contribution, with A belonging to the electron whose orbital motion appears in the operator, and x[A,B] the exchange contribution. Exchange requires equal spins, for which sᵢ + 2sⱼ contributes ±3/2. Hence

E_SO = h[M] + w[M,N] + 2w[N,M] − (3/2)(x[Dα,Dα] − x[Dβ,Dβ]).

Insert the densities. The filled shells carry no orbital current, so w[F,P] = 0, and for a single orbital x[P,P] = w[P,P]. The terms in w[P,P] have the coefficient

−1/2 − 1 + 3/2 = 0.

The hole does not act on itself, and what remains is

E_SO = (1/2){h[P] + w[P,2F] − (3/2)(x[2F,P] + x[P,2F])}.

The brace is the expectation value, in p₋, of the mean field of the filled shells. Call it −ζ, since p₋ has orbital projection −1. Then E_SO = −ζ/2. The value ζ = 264.7 cm⁻¹ was computed with this mean field and spherical Hartree-Fock orbitals averaged over the 2p⁵ configuration, in which the s electrons feel 5/6 and each p electron 4/5 of the field of a filled p shell, using the uncontracted s and p functions of cc-pVQZ. The value still moves with the basis: the cc-pVTZ and cc-pV5Z functions give 260.1 and 267.5 cm⁻¹, and the latter enlarges the spin-orbit term below by 0.017 kJ/mol.

By rotational symmetry, the operator within the ²P term is proportional to L·S. In the chosen state L·S = 1 × 1/2, so the effective operator is −ζ L·S. Using

L·S = [J(J+1) − L(L+1) − S(S+1)]/2

with L = 1 and S = 1/2 gives 1/2 for J = 3/2 and −1 for J = 1/2. The energies are −ζ/2, fourfold degenerate, and +ζ, twofold degenerate. Their weighted mean is zero: nonrelativistic theory gives this centroid, whereas the measurement refers to the lower level. The splitting is 3ζ/2 = 397.1 cm⁻¹, and the ground level lies one third of it below the centroid.

The hydrogen atom has L = 0 and no such shift. The closed-shell molecule has Dα = Dβ, so M and the exchange difference vanish, and its first-order shift is zero. Second-order coupling to excited states is neglected. The supplied vibrational data provide the unit conversion, since half of 4151.2 cm⁻¹ corresponds to 24.830 kJ/mol:

δ_SO = −(264.7/2) × 24.830/(4151.2/2) = −1.583 kJ/mol.

The correction to D₀ is +1.583 kJ/mol.

*Scalar term.* For the nuclear attraction V = −Z/r, ∇²V = 4πZδ(r). Summing over electrons and nuclei gives

X_SR = −(α²/8)Σᵢ⟨pᵢ⁴⟩ + (πα²/2)Σ_A Z_A ρ(R_A),

where ρ is the electron density. The mass-velocity term lowers the energy and the Darwin term raises it. Only the change between atoms and molecule matters here.

With Hartree-Fock densities in uncontracted cc-pVDZ, this formula gives δ_SR = −1.017 kJ/mol. The spin-free X2C method, which decouples the one-electron Dirac problem in the basis without stopping at order α², gives −1.018 kJ/mol at the same level. First order is therefore sufficient for this difference. All-electron CCSD(T) with the same X2C Hamiltonian changes it to −0.852 kJ/mol, so electron correlation reduces its size by 0.166 kJ/mol. Relativistic corrections to the electron-electron repulsion are omitted.

The correction to D₀ is +0.852 kJ/mol.

**(d) Adiabatic term**

Write the molecular wavefunction as a nuclear function times a real, normalized electronic function Φ that depends on the nuclear positions. The nuclear kinetic operator −Σ_A ∇_A²/(2M_A) also acts on Φ. Differentiating ⟨Φ|Φ⟩ = 1 once gives ⟨Φ|∇_AΦ⟩ = 0, and differentiating again gives ⟨Φ|∇_A²Φ⟩ = −⟨∇_AΦ|∇_AΦ⟩. The diagonal energy shift is therefore

X_ad = Σ_A ⟨∇_AΦ|∇_AΦ⟩/(2M_A).

Each X_ad is positive or zero, but the difference δ_ad can have either sign.

The norms follow from overlaps. If one nucleus moves by d along an axis, the second identity gives

S(d) = ⟨Φ(0)|Φ(d)⟩ = 1 − (d²/2)⟨∂Φ|∂Φ⟩ + O(d³),

so ⟨∂Φ|∂Φ⟩ = −2 ln S/d² as d → 0. Hartree-Fock/cc-pVTZ determinants and d = 0.003 bohr were used, and the three directions were added. The finite step leaves a small bias: for the F atom the d → 0 value is 179.49 bohr⁻², so the last two decimals of the F norms are not significant. A smaller, centred step likewise gives 178.53 for F and 0.5921 for H in the molecule. A bias of this size changes a shift by less than 0.001 kJ/mol.

Two special cases give these norms a meaning. In an atom, Φ depends on electron positions relative to the nucleus. Moving the nucleus then has the effect of the total electron momentum P, and X_ad = ⟨P²⟩/(2M). For hydrogen ⟨p²⟩ = 1 exactly in atomic units, because the kinetic energy is 1/2; the computed 0.9996 shows the small basis error.

In the molecule, moving H sideways by d turns the bond about F through the angle d/R, with a change of bond length only of order d². The electronic function turns with it, so the norm for that direction is ⟨L⊥²⟩/R², where L⊥ is a perpendicular component of the total electronic angular momentum about F. The overlap and a numerical integration of this expression both give 0.17016 bohr⁻².

For a given nucleus the shift is proportional to the norm. The molecular shift follows by scaling the atomic ones:

F part: 6.805 × 178.5153/179.4691 = 6.769 kJ/mol,
H part: 0.715 × 0.5918/0.9996 = 0.423 kJ/mol.

Their sum is X_ad(FH) = 7.192 kJ/mol, and

δ_ad = 6.805 + 0.715 − 7.192 = 0.328 kJ/mol.

The norm for F changes by more than that for H, 0.954 against 0.408 bohr⁻². Division by the nuclear mass reverses their importance: F contributes 0.036 kJ/mol to δ_ad and H contributes 0.292 kJ/mol.

Here the atoms are raised more than the molecule. The effect increases D₀, so its removal lowers Dₑ: the correction is −0.328 kJ/mol. It rests on Hartree-Fock wavefunctions in one basis. Its correlation and basis errors have not been determined, and since it is a small difference of much larger shifts, they may be a sizeable fraction of it.

**(e) Ranking and conversion**

By absolute size, the corrections to D₀ are:

1. Zero-point: +24.599 kJ/mol.
2. Spin-orbit: +1.583 kJ/mol.
3. Scalar-relativistic: +0.852 kJ/mol.
4. Adiabatic: −0.328 kJ/mol.

The gaps between the last three are 0.731 and 0.524 kJ/mol. For comparison, including correlation changed the scalar term by 0.166 kJ/mol. This is a measure of sensitivity, not an error bound, but it is well below both gaps.

The sum is

24.599 + 1.583 + 0.852 − 0.328 = 26.706 kJ/mol,

or 26.7 kJ/mol at a sensible precision. Therefore

Dₑ ≈ 570 + 26.7 ≈ 597 kJ/mol, or 6.2 eV.

The absolute value inherits the ±5 kJ/mol rounding of D₀. The correction does not depend on D₀, but it has its own model error: the zero-point term rests on a cc-pVDZ curve, the scalar term moved by 0.166 kJ/mol with correlation, and ζ and the adiabatic term rest on Hartree-Fock orbitals. Its first decimal is therefore already uncertain, and the further decimals serve only the arithmetic.

The ranking belongs to this molecule, not to all molecules. In the harmonic approximation the zero-point energy varies as μ^(−1/2), whereas each adiabatic contribution varies as 1/M. Both vanish for infinitely heavy nuclei. The relativistic terms vanish as α² when α → 0, but they do not vanish with increasing nuclear mass. If spin-orbit coupling is comparable with the spacing of electronic states, the first-order treatment fails and the terms can no longer simply be added.

**(f) Judging the computed value**

Set beside the unconverted D₀, the CCSD(T)/cc-pVTZ result seems almost perfect:

572.8 − 570 = +2.8 kJ/mol.

Set beside the quantity it actually approximates, it is far too low:

572.8 − 596.7 = −23.9 kJ/mol.

Both differences carry the ±5 kJ/mol rounding of D₀. The apparent agreement arises because the method's deficit nearly cancels the omitted conversion.

A larger-basis estimate supports this reading. Assume that the MP2 correlation energy approaches its limit as E_X = E_∞ + A/X³, with X = 3 for cc-pVTZ and X = 4 for cc-pVQZ. Multiplying the two equations by 27 and 64 and subtracting eliminates A:

E_∞ = (64E₄ − 27E₃)/37.

Applied to the atom-molecule difference, the MP2 step from cc-pVTZ to this limit adds 18.8 kJ/mol. Assume further that the CCSD(T) correlation part would grow by the same amount; this transfer is an approximation and probably errs on the high side. From cc-pVDZ to cc-pVTZ the CCSD(T) correlation part grows by 23.9 kJ/mol and the MP2 part by 28.7 kJ/mol; at the same ratio the 18.8 kJ/mol would be about 3 kJ/mol too large. Combine it with the Hartree-Fock/cc-pVQZ part, 403.9 kJ/mol, and the frozen-core CCSD(T)/cc-pVTZ correlation part, 172.3 kJ/mol:

Dₑ(composite) = 403.9 + 172.3 + 18.8 = 595.0 kJ/mol.

This is 25.0 kJ/mol above the rough D₀ but only 1.7 kJ/mol below the converted value. The latter difference is smaller than the rounding of D₀, so it cannot be read as the error of the composite method. The cc-pVTZ result is not nearly converged: on this estimate, enlarging the basis raises it by about 22 kJ/mol, or by about 19 kJ/mol if the MP2 step is scaled down as above, which is most of its deficit in either case.

The same point applies to benchmark statistics. For each molecule,

Dₑ(calculated) − D₀ = [Dₑ(calculated) − Dₑ(reference)] + [Dₑ(reference) − D₀].

Averaging over a set adds the mean conversion to the mean signed error. A method that underbinds by about that amount would then appear unbiased, and a more accurate method would appear to overbind. References must be converted before methods are ranked.
